Why a midthickness trap halves the tunneling exponent at low bias

**1. One trap, two equal waits**

Take a barrier of thickness d with one trap exactly halfway through it. For the moment let the left electrode be full at the trap energy, the right electrode empty, and let the trap have a single spin state. A carrier enters by tunneling through d/2 and leaves by tunneling through another d/2. If a wavefunction decays as exp(−κz), a rate through d/2 contains its square:

Γ = γ exp[−2κ(d/2)] = γ exp(−κd).

The mean time per transfer is the wait to enter plus the wait to leave, 1/Γ + 1/Γ. The particle current is therefore Γ/2, proportional to exp(−κd). Direct tunneling must cross the full thickness in one step and carries exp(−2κd).

Now move the trap to d/4. One rate grows to γ exp(−κd/2), but the other falls to γ exp(−3κd/2). The waits add, so the longer one controls the current, which is now close to γ exp(−3κd/2). Making one step easier has made the pair slower. The rest of this appendix supplies the prefactors, the occupations at low bias, and the limits of the result.

**2. Model and rates**

The barrier occupies 0 < z < d between identical electrodes. Its top lies U above the carrier energy. The barrier mass is m_b, the electrode mass is m_e, and the electrode wavenumber is k. Define

κ = √(2m_b U)/ħ,  v_k = ħk/m_e,  v_κ = ħκ/m_b.

Here v_κ is a convenient quantity with units of velocity, not the speed of a carrier in the barrier. The trap is at x. When positions are compared, its level and internal wavefunction are held fixed. The level lies at the common Fermi energy, and both steps are elastic, so both see the same κ.

Start in one dimension with a short-range trap. Its normalized state is

φ(z) = √κ exp(−κ|z−x|),

because κ∫exp(−2κ|z−x|)dz = 1. Near the left face this state, its reflection and the outgoing electrode wave are

barrier: A[exp(κz) + r exp(−κz)],  A = √κ exp(−κx),
electrode: A t exp(−ikz).

Continuity of the wavefunction and of its derivative divided by mass gives

1 + r = t,
v_κ(1−r) = −i v_k t.

Substituting r = t−1 in the second line gives v_κ(2−t) = −i v_k t, so

t = 2v_κ/(v_κ − i v_k),
|t|² = 4v_κ²/(v_κ²+v_k²).

The escape rate is the outgoing probability flux, |A|²|t|²v_k:

Γ_L = γ exp(−2κx),
Γ_R = γ exp[−2κ(d−x)],
γ = 4κ v_k v_κ²/(v_k²+v_κ²).

The second rate follows by symmetry. Repeated reflections between trap and face have been dropped; they are smaller by powers of exp(−2κ times the distance to that face). The rates therefore lose accuracy for a trap within about one decay length of an electrode.

For direct tunneling, let a unit wave strike the left face. To leading order the barrier contains B exp(−κz), and the matching conditions are

1 + R = B,
i v_k(1−R) = −v_κ B.

Eliminating R gives B = 2i v_k/(i v_k−v_κ), hence |B|² = 4v_k²/(v_k²+v_κ²). The amplitude reaching the right face is B exp(−κd), and the transmission factor there is the |t|² found above. The electrodes are identical, so the flux ratio is

T = |B|²|t|² exp(−2κd)
  = 16v_k²v_κ²/(v_k²+v_κ²)² · exp(−2κd).

This is the reference exponent.

**3. Low-bias current through one trap**

Let the trap be empty or hold one carrier of either spin; double occupation is excluded by repulsion. Let f_L and f_R be the electrode occupations at the trap energy. Define

N = Γ_L f_L + Γ_R f_R,
O = Γ_L(1−f_L) + Γ_R(1−f_R).

An empty trap fills at rate 2N, since two spin states are available, and an occupied trap empties at rate O. In the steady state 2N P₀ = O P₁, with P₀+P₁ = 1, so

P₀ = O/D,  P₁ = 2N/D,
D = 2N+O = Γ_L(1+f_L) + Γ_R(1+f_R).

The net particle flow from the left is

J = 2Γ_L f_L P₀ − Γ_L(1−f_L)P₁
  = 2Γ_L[f_L O − (1−f_L)N]/D.

The terms containing Γ_L inside the bracket cancel. The rest is Γ_R[f_L(1−f_R) − f_R(1−f_L)] = Γ_R(f_L−f_R). Thus

J = 2Γ_LΓ_R(f_L−f_R)/[Γ_L(1+f_L)+Γ_R(1+f_R)].

At low bias V, the difference of occupations is f_L−f_R = eV f(1−f)/kT, while both occupations in the denominator may be replaced by f. The conductance G = eJ/V is

G = (e²/kT) · 2f(1−f)/(1+f) · S,
S = Γ_LΓ_R/(Γ_L+Γ_R).

For a level at the Fermi energy f = 1/2, and the middle factor is (1/2)/(3/2) = 1/3. Spin and occupation change the size of the current but not the best position, because this factor is common to all the traps compared.

**4. The maximum**

The reciprocal of S shows the addition of waits:

1/S = 1/Γ_L + 1/Γ_R
    = (1/γ){exp(2κx) + exp[2κ(d−x)]}.

Put x = d/2+δ. Both terms share the factor exp(κd), and their sum is

1/S = (2/γ) exp(κd) cosh(2κδ),

S = (γ/2) exp(−κd)/cosh(2κδ).

The hyperbolic cosine has its single minimum at δ = 0, so the current has its single maximum at midthickness. There

S_max = (γ/2) exp(−κd).

The exponent κd is half the direct exponent 2κd. The current is not halved; it contains, apart from prefactors, the square root of the direct exponential. Far from the centre, cosh(2κδ) approaches exp(2κ|δ|)/2, and the trap exponent becomes κd+2κ|δ| = 2κ max(x,d−x). Near an electrode it approaches the direct exponent, so the halving belongs to central traps and not to traps in general. The conductance follows S only while ħ(Γ_L+Γ_R) ≪ kT (section 5). Off centre the faster rate grows, and once its width exceeds kT the conductance of a level at the Fermi energy falls below this estimate. The centre remains the best position.

In code, exponentials of thick barriers can underflow. It is safer to store ln Γ_L and ln Γ_R and evaluate

ln S = −ln[exp(−ln Γ_L)+exp(−ln Γ_R)]

with a log-sum-exp routine.

**5. The coherent description**

The same S follows if the carrier crosses as a coherent wave. Let a be the trap amplitude and s the incoming flux amplitude, and let Γ = Γ_L+Γ_R. Escape makes |a|² decay at rate Γ. Time reversal makes the input coupling equal in magnitude to the output coupling, √Γ_L. For energy E and trap level E₀,

[Γ/2 − i(E−E₀)/ħ]a = √Γ_L s.

The output flux is Γ_R|a|², so

T_res(E) = Γ_LΓ_R/[(Γ/2)²+(E−E₀)²/ħ²].

With y = (E−E₀)/ħ, the integral ∫dy/[(Γ/2)²+y²] equals 2π/Γ. Therefore

∫T_res dE = 2πħ Γ_LΓ_R/Γ = hS.

When ħΓ ≪ kT, the Fermi functions hardly vary across the resonance, and its area sets the conductance. Its height does not: at midthickness T_res(E₀) = 1 for any thickness in this lossless model, while the width shrinks as exp(−κd). Using the unit height as a thermal transmission would remove the exponent altogether. Without repulsion between spins the coherent result has 2f(1−f) in place of 2f(1−f)/(1+f); the position dependence is the same.

**6. Many traps and unequal electrodes**

The current falls to half its maximum where cosh(2κδ) = 2. The full width in position is

w = 2δ = arccosh(2)/κ.

For independent traps spread uniformly through a thick barrier, integrate the relative current over position:

∫dδ/cosh(2κδ) = π/(2κ),

where the limits have been extended to infinity because κd ≫ 1. With these one-dimensional rates, a volume density n thus acts like an areal density nπ/(2κ) of central traps. The total keeps the exponent κd.

If the two contacts have different prefactors, minimize

exp(2κx)/γ_L + exp[2κ(d−x)]/γ_R.

The product of the two terms does not depend on x, so their sum is least when they are equal. This gives

x = d/2 + ln(γ_L/γ_R)/(4κ),
S_max = ½√(γ_Lγ_R) exp(−κd).

The better contact can afford the longer step. The exponent stays halved provided the shifted position lies well inside the barrier.

**7. A point trap in three dimensions**

A real defect also spreads sideways. For an isotropic barrier mass, a short-range point trap has

φ(r) = √(κ/2π) exp(−κr)/r,

which is normalized since (κ/2π)4π∫exp(−2κr)dr = 1. Let q be the lateral wavenumber and p = √(κ²+q²). The function exp(−κr)/r obeys (∇²−κ²)F = −4πδ³(r). Its lateral transform therefore obeys (d²/dz²−p²)F_q = −4πδ(z), whose decaying solution is 2π exp(−p|z|)/p.

Each q now repeats the one-dimensional matching, with v_p = ħp/m_b and v_z = ħ√(k²−q²)/m_e. Summing the fluxes over d²q/(2π)² gives

Γ₃(x) = κ∫₀ᵏ (q dq/p²) · 4v_z v_p²/(v_z²+v_p²) · exp(−2px).

For κx ≫ 1 small q dominates. There p ≈ κ+q²/(2κ), and ∫q exp(−q²x/κ)dq = κ/(2x). Hence

Γ₃ ≈ γ exp(−2κx)/(2κx).

Its reciprocal is proportional to x exp(2κx), whose second derivative, 4κ(1+κx)exp(2κx), is positive. Adding the mirror-image reciprocal for the other contact gives a convex, symmetric function, least at the centre. At this order, then, lateral spreading lowers the current without moving the optimum.

Direct tunneling occurs over the whole area. Its conductance per area is

g_d = (2e²/h)∫d²q/(2π)² T(q) ≈ (2e²/h)T κ/(4πd),

where T(q) uses v_z, v_p and p in the formula of section 2. The areal density of central traps that carries the same current is N* = g_d/G. For κd ≫ 1 both g_d and G carry a factor 1/d, which cancels, so N* is proportional to exp(−κd).

**8. Example: nine layers of hBN**

Take nine layers, d = 3.00 nm, between metal electrodes at 300 K and 10 mV. Rough typical inputs are U = 3 eV, m_b = 0.3 electron masses, free-electron mass in the electrodes, and a Fermi energy 5 eV above the electrode band bottom. The fifth layer is central, and the spacing is 0.333 nm.

The definition of κ gives 4.86 nm⁻¹. Therefore

2κd = 29.16,  exp(−2κd) = 2.16×10⁻¹³,
κd = 14.58,  exp(−κd) = 4.65×10⁻⁷.

With its prefactor, the direct transmission is 7.7×10⁻¹³. The trap prefactor is γ = 1.72×10¹⁶ s⁻¹, so the one-dimensional central rate is

Γ = 1.72×10¹⁶ × 4.65×10⁻⁷ = 8.0×10⁹ s⁻¹.

Here Γ is the rate to one electrode, and ħΓ = 5.3 μeV. The resonance width of section 5 contains the rates to both electrodes, so it is 2ħΓ = 10.5 μeV, far below kT = 25.9 meV. The conductance (e²/kT)(1/3)(Γ/2) is 8.3 nS, or 83 pA at 10 mV.

Adaptive quadrature of the three-dimensional integral reduces the central rate by the factor 0.067, close to 1/(κd) = 0.069 from the asymptotic formula. The rate is 5.3×10⁸ s⁻¹, and one trap carries

0.55 nS × 10 mV = 5.5 pA.

Layer position matters strongly. One layer off centre, 2κδ = 3.24 and the one-dimensional current is 1/cosh(3.24) = 0.078 of its maximum; two layers off it is 0.0031. There the faster rate already gives a width of 0.13 kT, and the exact coherent transmission without repulsion gives 0.0030. The width reaches kT about 0.63 nm from a face, three decay lengths; three layers off centre the 1/cosh form overestimates the coherent conductance about 2-fold, and four layers off about 30-fold. For the three-dimensional rates the one-layer ratio is 0.064. The half-maximum width is 0.27 nm, less than one layer spacing. A prefactor ratio of 10 would move the continuous optimum by 0.12 nm, less than half a spacing, so the fifth layer would remain the best one.

Quadrature gives g_d = 7.7×10⁻⁴ S/cm². The equal-current density is

N* = 7.7×10⁻⁴/(5.5×10⁻¹⁰) = 1.4×10⁶ cm⁻²,

about one aligned central trap per 70 μm². This small density follows from the halved exponent and from the assumption that every counted trap sits at the Fermi energy.

**9. How far bias moves the optimum**

Let the trap level follow the tilted barrier, and hold γ fixed. Write v = eV. Relative to the left and right Fermi energies the trap lies at −vx/d and v(1−x/d). With α = v/(8kT) and x = d/2+δ, expansion of the Fermi function gives

f_L = ½+α+2αδ/d,  f_R = ½−α+2αδ/d.

Their difference depends on position only beyond the order needed here. A distance s to the left of the trap the barrier height is U+vs/d; to the right it is U−vs/d. Expanding the square root and integrating changes the two exponents to

left: κd+2κδ+β(1+4δ/d),
right: κd−2κδ−β(1−4δ/d),

with β = κvd/(8U). The current is greatest when (1+f_L)/Γ_R+(1+f_R)/Γ_L is least. Put u = 2κδ+β. Up to a constant factor, and to second order in small quantities, that sum is

3 + (3/2)u² + 4αδ/d + 12βδ/d − 2αu.

Its derivative with respect to δ vanishes when

6κu = 4κα − 4α/d − 12β/d.

Since δ = (u−β)/(2κ), the shift is

δ = eV{[1−1/(κd)]/(24κkT) − d[1+2/(κd)]/(16U)}.

With the example's inputs and one-dimensional rates, this is 3.1 pm − 0.7 pm = 2.4 pm toward the right electrode, under 1% of a layer spacing. The shift vanishes with V. When eV is no longer small beside kT this expansion fails.

**10. Relation to real films**

The inputs are only rough values for thin hBN and are not fitted to measured junctions. This single parabolic-band model gives about 5×10³ Ω μm² for four layers, orders of magnitude below reported few-layer hBN junction resistances, so the absolute currents and N* are illustrative. Also, 10 mV is far below a normal interconnect supply voltage, and interconnect dielectrics are usually much thicker than 3 nm. The field is 0.033 MV/cm, about 0.3% of an assumed rough breakdown field of 10 MV/cm. The example describes weak leakage, not breakdown.

One fragile assumption is alignment. If the level lies 0.2 eV below the Fermi energy, the thermal factor and the changed κ together multiply the central current by 8×10⁻⁴; 0.2 eV above, by 4×10⁻³. These factors hold γ fixed. N* rises by their reciprocals, to about 2×10⁹ and 3×10⁸ cm⁻².

Lattice relaxation also matters. For one vibration represented by a displaced oscillator, the squared overlap of the two ground states is exp(−λ/ħω). With assumed values λ = 0.30 eV and ħω = 0.15 eV it is 0.14. It multiplies both elastic rates and hence the current, leaving the centre best. Phonon-assisted steps are omitted and could give the two steps different exponents.

If 0.3 is a band-edge mass, a two-band dispersion replaces κ by κ√(1−U/E_g). For a rough gap E_g = 6 eV, κd falls from 14.6 to 10.3. With prefactors fixed, the central-trap current rises about 70-fold and the direct current about 5000-fold. If the mass was chosen to describe tunneling at this energy, the correction is already included. In either case κ is uniform and the ratio of exponents is one half.

The image force, left out so far, lowers the barrier, most strongly near the electrodes. If U does not already include it, a relative permittivity of 3 reduces κd from 14.6 to 13.4. With the prefactors and the trap level fixed, the central-trap current rises about 3-fold, the direct current about 11-fold, and N* about 3-fold. In a uniaxial dielectric the image energy along the normal is set by the in-plane permittivity, which for hBN is larger than the out-of-plane value near 3. With an in-plane value of 5, κd is 13.8 and the three factors are about 2, 5 and 2. The barrier is no longer uniform but is still symmetric, so a central trap still has half the direct exponent.

hBN is anisotropic. With in-plane mass m_p, rescaling lateral lengths by √(m_p/m_b) makes the barrier equation isotropic; the changes in normalization and mode density cancel in the trap rate. What remains is the electrode term, v_z = ħ√[k²−(m_p/m_b)q²]/m_e. For m_p/m_b = 0.5, quadrature changes the central rate by 0.3%. The direct conductance per area has no such cancellation and falls by about half, as does N*.

A thickness rule follows for this elastic, low-bias model. With the trap level, κ and contacts fixed, adding Δd multiplies the exponential for a trap at the new centre by exp(−κΔd), but the direct one by exp(−2κΔd). Within the model, thickening therefore suppresses direct leakage faster and leaves the film more sensitive to aligned central defects. Transport through several traps is omitted and can change this in thicker films.

Numerical values quoted here were computed with a short program.
